# Choosing surface cells for adsorption isotherms of a one-dimensional row

## What symmetry fixes

A row of $N$ equivalent adsorption sites, closed into a ring, takes up molecules from a gas. Site $i$ is empty ($n_i=0$) or holds one molecule ($n_i=1$), and each occupied neighbour pair adds the finite energy $w$, negative for attraction. The coverage $\theta$ is dimensionless, so it can depend on pressure $p$, temperature $T$ and the energies only through dimensionless groups. The weights of the patterns contain two: the site fugacity $z$, which is proportional to $p$, and $y=e^{-w/kT}$. A pattern with $M$ molecules and $B$ occupied pairs has the weight $z^My^B$.

Now exchange molecules and vacancies. With $M'$ vacancies and $B'$ neighbouring vacancy pairs, $M=N-M'$ and

$$B=\sum_i(1-n_i')(1-n_{i+1}')=N-2M'+B',\qquad n_i'=1-n_i ,$$

so that

$$z^My^B=(zy)^N\left(\frac{1}{zy^2}\right)^{M'}y^{B'} .$$

Vacancies therefore behave as molecules with fugacity $z'=1/(zy^2)$, that is, $z'y=1/(zy)$. In terms of $u=\ln(zy)$ the exchange is $u\to-u$, and

$$\theta(-u)=1-\theta(u).$$

The isotherm must have the form $\theta=\tfrac12[1+f(u,y)]$ with $f$ odd in $u$. If it is continuous, half coverage lies at $u=0$. Symmetry cannot say whether $f$ jumps there; the sum over patterns must decide.

## The setting and what it supplies

The setting discussed here is the repeat length of the surface cell along the row. Put one molecule in a periodic cell of $n$ sites and define the adsorption energy per molecule

$$\varepsilon_n=E_{\rm cell}(n)-E_{\rm slab}(n)-E_{\rm molecule},$$

with zero-point energies included. Let $E>0$ be the binding energy of an isolated molecule. For $n=1$ every site is filled and there is one pair per molecule; for $n=2$ there are no neighbour pairs. With nearest-neighbour interaction alone,

$$\varepsilon_1=-E+w,\qquad \varepsilon_2=-E,\qquad w=\varepsilon_1-\varepsilon_2 .$$

Two cells thus supply both energies, provided all molecules of the full row are equivalent. If a chain prefers alternating orientations, as hydrogen-bonded molecules may, $\varepsilon_1$ should be taken per molecule from a two-site cell holding two molecules. Because $w$ is a small difference, the two cells should share the same slab, the same spacing between rows and equivalent wave-vector meshes: doubling the cell calls for half as many mesh points along the row. If both meshes contain $\Gamma$, the clean slab then has the same Bloch states, folded. Standard Monkhorst–Pack meshes fold in this way only when the halved number is even (8 to 4, but not 6 to 3). The equality $E_{\rm slab}(2)=2E_{\rm slab}(1)$ is a useful check that the meshes match.

The pressure enters through the gas. In a box of length $L$ the translational levels of a molecule of mass $m$ are $j^2h^2/8mL^2$. For a large box their Boltzmann sum becomes an integral,

$$\int_0^\infty e^{-j^2h^2/8mL^2kT}\,dj=\frac{L}{\Lambda},\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

One molecule in volume $V$ then has $q=q_{\rm int}V/\Lambda^3$, where $q_{\rm int}$ describes rotation and vibration. For $N_g$ molecules, $F=-kT\ln(q^{N_g}/N_g!)$. Stirling's formula gives $\mu=\partial F/\partial N_g=-kT\ln(q/N_g)$, and $V/N_g=kT/p$ turns this into $\mu=kT\ln(p\Lambda^3/kTq_{\rm int})$.

An isolated adsorbed molecule has the weight $q_{\rm ads}e^{E/kT}$, with $q_{\rm ads}$ counted from its ground level. Multiplying by $e^{\mu/kT}$ gives the site fugacity

$$z=\frac{p\Lambda^3}{kT}\,g\,e^{E/kT},\qquad g=\frac{q_{\rm ads}}{q_{\rm int}} .$$

With $\eta=kT\ln(p\Lambda^3g/kT)$ this reads $z=e^{(\eta+E)/kT}$, so

$$u=\frac{\eta-\varepsilon_1}{kT},\qquad \ln y=\frac{\varepsilon_2-\varepsilon_1}{kT}.$$

The full cell fixes the position of the isotherm, and the difference between the cells fixes its shape.

## Why comparing cells gives a jump

One way to use such energies is to select the cell with the lowest grand energy per site. The candidates are $0$ for the empty row, $(\varepsilon_2-\eta)/2$ for the half-filled row and $\varepsilon_1-\eta$ for the full row. Under attraction $\varepsilon_1<\varepsilon_2$. When $\eta<\varepsilon_1$ the half-filled and full values are both positive, so the empty row wins; at $\eta=\varepsilon_1$ the empty and full rows tie. When $\eta>\varepsilon_1$, the full row lies below half of its own value, $(\varepsilon_1-\eta)/2$, which lies below $(\varepsilon_2-\eta)/2$. The comparison therefore predicts a jump from 0 to 1 at $\eta=\varepsilon_1$. It has left out all the irregular patterns.

## Summing all patterns

Share each site's fugacity equally between its two bonds. The bond between $n$ and $n'$ then carries $z^{(n+n')/2}y^{nn'}$, which is an element of

$$\mathsf M=\begin{pmatrix}1&\sqrt z\\ \sqrt z&zy\end{pmatrix}.$$

Summing over a site multiplies two such matrices, and closing the ring takes the trace:

$$\Xi=\mathrm{Tr}\,\mathsf M^N=\lambda_+^N+\lambda_-^N .$$

Write $x=zy$. The trace of $\mathsf M$ is $1+x$ and its determinant is $z(y-1)$, so

$$\lambda^2-(1+x)\lambda+z(y-1)=0,\qquad \lambda_\pm=\tfrac12(1+x\pm S),$$

$$S=\sqrt{(1+x)^2-4z(y-1)}=\sqrt{(1-x)^2+4z}.$$

For $z>0$ the root $S$ is positive. Thus $\lambda_+$ is the eigenvalue of larger magnitude, and the ratio $r=\lambda_-/\lambda_+$ obeys $|r|<1$. As $N\to\infty$, $N^{-1}\ln\Xi\to\ln\lambda_+$.

Each molecule contributes one factor $z$, so $\theta=d\ln\lambda_+/d\ln z$. Let a dot denote $d/d\ln z$; then $\dot x=x$. Differentiating the characteristic equation gives

$$(2\lambda_+-1-x)\dot\lambda_+=x\lambda_+-z(y-1).$$

The bracket on the left is $S$. On the right, the characteristic equation supplies $z(y-1)=(1+x)\lambda_+-\lambda_+^2$, leaving $\lambda_+(\lambda_+-1)$. Hence

$$\theta=\frac{\lambda_+-1}{S}=\frac12\left(1+\frac{x-1}{S}\right).$$

Finally $x=e^u$ gives $x-1=2e^{u/2}\sinh(u/2)$, and $4z=4e^u/y$ gives $S=2e^{u/2}\sqrt{\sinh^2(u/2)+1/y}$. The isotherm of the infinite row is

$$\boxed{\theta=\frac12\left[1+\frac{\sinh(u/2)}{\sqrt{\sinh^2(u/2)+1/y}}\right]}$$

It has the form required by symmetry. For $w=0$ it must reduce to independent sites, and it does: $y=1$ gives $S=1+z$ and $\theta=z/(1+z)$.

## No jump, and how steep the rise is

Put $s=\sinh(u/2)$ and $a=1/y$. Since $d[s(s^2+a)^{-1/2}]/ds=a(s^2+a)^{-3/2}$ and $ds/du=\tfrac12\cosh(u/2)$,

$$\frac{d\theta}{d\ln p}=\frac{d\theta}{du}=\frac{a\sqrt{1+s^2}}{4(s^2+a)^{3/2}} .$$

At fixed $T>0$ and finite $w$, $a$ is positive and finite. The slope is then positive and finite everywhere, so coverage rises continuously with pressure. To locate the maximum, differentiate the logarithm of the slope with respect to $s^2$:

$$\frac{1}{2(1+s^2)}-\frac{3}{2(s^2+a)} .$$

For attraction $a<1$, so $s^2+a<3(1+s^2)$ and the expression is negative. The slope is greatest at $s=0$:

$$\left(\frac{d\theta}{d\ln p}\right)_{\max}=\frac{\sqrt y}{4}=\frac14e^{|w|/2kT}.$$

As $T\to0$ at fixed $u\ne0$, $a\to0$ and the boxed formula becomes a unit step. The cell comparison is this limit.

The width follows by inversion. With $t=2\theta-1=s/\sqrt{s^2+a}$ one finds $s^2=at^2/(1-t^2)$, and $1-t^2=4\theta(1-\theta)$. Therefore

$$u=2\,\mathrm{arsinh}\frac{2\theta-1}{2\sqrt{y\,\theta(1-\theta)}} .$$

At $\theta=0.9$ the fraction is $0.8/(0.6\sqrt y)=4/(3\sqrt y)$; at $\theta=0.1$ it has the opposite sign. The pressures at these coverages have the ratio

$$\frac{p_{90}}{p_{10}}=\exp\left[4\,\mathrm{arsinh}\frac{4}{3\sqrt y}\right].$$

Without interaction, $\mathrm{arsinh}(4/3)=\ln3$ and the ratio is $3^4=81$.

**Repulsion.** The same formula holds for $w>0$, where $a>1$. If $a>3$ the logarithmic derivative is positive at $s=0$, so the centre becomes a minimum of the slope and a plateau forms at half coverage. For $|u|\gg1$, $s^2\approx e^{|u|}/4$, to be compared with $a=e^{w/kT}$. As $T\to0$ the plateau therefore fills $|\eta-\varepsilon_1|<w$. The cell comparison gives the same window: the half-filled cell is lowest for $\varepsilon_2<\eta<2\varepsilon_1-\varepsilon_2$, and $\varepsilon_2=\varepsilon_1-w$. With repulsion the two-site cell is thus a ground state; with attraction it serves to determine $w$.

## How long a sampled cell must be

One may instead sample occupations directly in a periodic cell of $N$ sites in contact with the gas. Since $\lambda_+\lambda_-=z(y-1)$, the logarithmic derivatives of the two eigenvalues add to one, and that of $\lambda_-$ is $1-\theta$. (For $y=1$, $\lambda_-$ vanishes and contributes nothing.) Differentiating $\ln\Xi$ gives

$$\theta_N=\frac{\theta+r^N(1-\theta)}{1+r^N},\qquad
\theta_N-\tfrac12=(\theta-\tfrac12)\frac{1-r^N}{1+r^N}.$$

At $u=0$ the factor $\theta-\tfrac12$ vanishes, so the slope there is multiplied by the last fraction. Its relative error is $2r^N/(1+r^N)$, which under attraction is below $2r^N$. Define the correlation length in sites by $\xi=-1/\ln r$. A relative error below $\delta$ is then assured by

$$N\ge\xi\ln(2/\delta).$$

The name of $\xi$ is justified by the occupations themselves. Let $\mathsf P$ project on an occupied site, and let $|\pm\rangle$ be the normalized eigenvectors of $\mathsf M$. In the infinite row, inserting these vectors between two sites a distance $d$ apart gives

$$\langle n_0n_d\rangle=\theta^2+r^d|\langle+|\mathsf P|-\rangle|^2 .$$

Because $\mathsf P^2=\mathsf P$, setting $d=0$ gives $\theta=\theta^2+|\langle+|\mathsf P|-\rangle|^2$. The correlation is therefore $\theta(1-\theta)r^d$. The slope equals the variance of $M$ per site, which is the sum of correlations over both directions:

$$\frac{d\theta}{d\ln p}=\theta(1-\theta)\left(1+2\sum_{d\ge1}r^d\right)=\theta(1-\theta)\frac{1+r}{1-r}.$$

A jump would need $r\to1$, which a positive $S$ forbids.

Chains of molecules show the same thing. Given an occupied site, the next is occupied with probability $x/\lambda_+$, so the mean chain length is $1/(1-x/\lambda_+)$. At half coverage $x=1$ and $S=2/\sqrt y$, hence $\lambda_\pm=1\pm1/\sqrt y$ and the mean length is $1+\sqrt y$. Breaking a chain costs the finite energy $|w|$, while the break can be placed at many sites. At $T>0$ the chains therefore stay finite.

## Random mixing is a poor shortcut

Suppose the molecules are placed at random, with $\theta^2$ pairs per site. The grand free energy per site, divided by $kT$, is

$$\theta\ln\theta+(1-\theta)\ln(1-\theta)-\theta\ln z+\frac{w}{kT}\theta^2 .$$

Setting its derivative to zero gives $\ln z=\ln[\theta/(1-\theta)]+2w\theta/kT$. The slope $d\ln z/d\theta=1/[\theta(1-\theta)]-2|w|/kT$ has its minimum $4-2|w|/kT$ at half coverage. Below $T=|w|/2k$ it is negative, and this approximation predicts a jump that the row does not have.

## Worked example: water along platinum steps

Consider water held as intact molecules at the step edges of a platinum surface. The inputs are rough, round values: $T=300$ K, $E=0.60$ eV, $w=-0.10$ eV, site spacing 0.28 nm, $m=18$ u and $g=0.1$. The corresponding cell energies are $\varepsilon_1=-0.70$ eV and $\varepsilon_2=-0.60$ eV. The digits quoted below let the arithmetic be followed; they are not a claim of accuracy for a real surface.

With $kT=25.85$ meV, $|w|/kT=3.868$, $y=47.85$ and $\sqrt y=6.918$. The thermal wavelength is 0.0238 nm and $kT/\Lambda^3=2.317\times10^{12}$ mTorr. The pressure at $z=1$ is

$$p_1=\frac{2.317\times10^{12}}{0.1}e^{-23.209}\ \text{mTorr}=1929\ \text{mTorr}.$$

Half coverage lies at $z=1/y$, so $p_{50}=1929/47.85=40.3$ mTorr, or 5.4 Pa. The exact width is

$$\frac{p_{90}}{p_{10}}=\exp\left[4\,\mathrm{arsinh}\frac{4}{3(6.918)}\right]=2.15,$$

from 27.5 mTorr at $\theta=0.1$ to 59.1 mTorr at $\theta=0.9$. The rise is steep but continuous, with maximum slope $6.918/4=1.73$. Random mixing would give a jump from 0.025 to 0.975 at this temperature; its jump shrinks on heating and vanishes only at 580 K.

At half coverage the eigenvalues are 1.1446 and 0.8554, so $r=0.747$, $\xi=3.43$ sites (0.96 nm) and the mean chain has 7.9 molecules. A sampled periodic cell with a central slope good to 1 % needs $N\ge3.43\ln200=18.2$, hence 19 sites. A four-site cell has $r^4=0.312$ and gives only $0.688/1.312=52$ % of the slope.

With the energies held fixed, cooling sharpens the isotherm:

| $T$ (K) | maximum slope | $p_{90}/p_{10}$ |
|---|---|---|
| 600 | 0.66 | 7.03 |
| 400 | 1.07 | 3.42 |
| 200 | 4.55 | 1.34 |
| 100 | 82.8 | 1.02 |

The first and last rows only illustrate the formula. With $g=0.1$ throughout, half coverage at 600 K would need about 230 bar of ideal gas, but water vapour condenses at about 123 bar at that temperature. At 100 K it would lie near $10^{-24}$ Pa, and a site would wait about $10^{20}$ s for one molecule to arrive. Even at 200 K, where half coverage lies near $3\times10^{-6}$ Pa, a site waits about 110 s for an arrival from the gas and a molecule inside a chain stays about ten hours, so equilibrium with the gas is slow. A coarse grid of calculated points at 100 K would seem to show a jump, although the curve is continuous.

## Errors in the energies and the need for a third cell

With $E$ held fixed, weakening the attraction to $-0.07$ eV moves $p_{50}$ to 129 mTorr and the width to 3.86; strengthening it to $-0.13$ eV gives 12.6 mTorr and 1.54. An error of 0.03 eV thus changes the pressure about threefold. The factor $g$ acts differently: $p\propto1/g$ at fixed coverage, and the shape is untouched.

If second neighbours interact with energy $w_2$, then $\varepsilon_1=-E+w+w_2$, $\varepsilon_2=-E+w_2$ and $\varepsilon_3=-E$. The difference $\varepsilon_1-\varepsilon_2$ still gives $w$, and the three-site cell gives $w_2=\varepsilon_2-\varepsilon_3$. The exchange of molecules and vacancies works for each pair distance separately, so half coverage remains at $\eta=\varepsilon_1$. The shape now needs a four-by-four matrix whose states are the occupations of two adjacent sites.

For a trial $w_2=-20$ meV, with $E$ and $w$ fixed, $p_{50}=40.3\,e^{-20/25.85}=18.6$ mTorr and the width falls to 1.44. If the computed $\varepsilon_1$ and $\varepsilon_2$ are held fixed instead, $E$ absorbs the change: $p_{50}$ stays at 40.3 mTorr and only the width is affected. A third cell is therefore worth computing when the width matters and $|w_2|$ may be an appreciable fraction of $kT$. Even $w_2=\mp5$ meV, about $0.2\,kT$ in size, changes the width from 2.15 to 1.90 or 2.49.

The argument against a jump extends to any finite interaction range. The occupations within that range form a finite matrix with non-negative elements, some power of which has only positive elements. By the Perron–Frobenius theorem its largest eigenvalue is simple, and so varies smoothly with $z$. Interactions of unlimited range are not covered by this proof.

## The model beside a real stepped surface

Real steps have kinks. If these cut the row into open segments of 20 sites, the width grows from 2.15 to 3.11 and $p_{50}$ rises to 45.3 mTorr. This is the largest broadening among the neglected effects sized here. A periodic 20-site cell does not represent such a segment, because the segment's end molecules lack a neighbour.

Water also carries a dipole. For a rough component of 0.5 debye normal to the metal, image charges at most double the repulsion. Lumping the tail beyond nearest neighbours into the second neighbour gives 2.9 meV and, with $E$ and $w$ fixed, a width of 2.33 and $p_{50}=45.1$ mTorr. The component parallel to the surface is left out of this estimate. Its image cancels it only partly, and for aligned molecules the remainder can be as large as the normal part or larger, with a sign that depends on their orientation. The lumping slightly understates the width, which is about 2.38 with the tail at its true distances. Steps 5 nm apart couple by 0.089 meV per molecule and filled neighbouring step. Two such steps shift $\ln p$ by at most 0.007; times the slope 1.73, this changes the coverage by about 0.01. At 100 K the shift is three times larger and the slope 82.8, so the product exceeds one and the rows can no longer be treated as independent.

On the terraces, take a rough binding of 0.45 eV and three neighbours per site with the same $w$. Exchange symmetry then puts the centre of the terrace isotherm, whether continuous or a jump, at $zy^{3/2}=1$, with $z$ now the terrace fugacity. At $p_{90}$ this product is 0.031, well on the dilute side, and $z$ itself is only $9\times10^{-5}$, so the terraces remain nearly empty in this model.

Equilibrium also takes time. If every arriving molecule sticks, a site of area $b^2$, with $b$ the site spacing, receives $pb^2/\sqrt{2\pi mkT}$ molecules per second. Balance at $z=1$ gives an isolated molecule the desorption rate $7.2\times10^5\ \text{s}^{-1}$. Inside a chain two bonds lower the rate by $y^2$, and the residence time is $47.85^2/(7.23\times10^5\ \text{s}^{-1})=3.2$ ms. This is the slowest single step, and it serves here as a cautious estimate of the time the row needs to adjust near half coverage; the actual time can be a few times shorter. Pressure changes much slower than this should then follow the isotherm; a smaller sticking probability lengthens the time in inverse proportion. Dissociation, or reaction with adsorbed oxygen, lies outside the model and would require other species and energies. The full set of values is in the numerical output.

## Numbers as computed

```
temperature: 300 K; kT: 25.85 meV
binding energy: 0.60 eV
neighbour energy w: -0.10 eV
site spacing: 0.28 nm
molecular mass: 18 u
partition-function ratio: 0.1
thermal wavelength: 0.02376 nm
kT/wavelength^3: 2.317e+12 mTorr
binding/kT: 23.209; |w|/kT: 3.868
y: 47.85; sqrt(y): 6.918
pressure at z=1: 1929.0 mTorr
half-coverage pressure: 40.31 mTorr
half-coverage pressure converted: 5.37 Pa
coverage 0.10: pressure 27.48 mTorr
coverage 0.25: pressure 34.12 mTorr
coverage 0.50: pressure 40.31 mTorr
coverage 0.75: pressure 47.62 mTorr
coverage 0.90: pressure 59.13 mTorr
p90/p10 exact: 2.152
p90/p10 without interaction: 81.0
maximum slope d theta/d ln p: 1.729
eigenvalues at half coverage: 1.1446, 0.8554
eigenvalue ratio r: 0.7474
correlation length: 3.43 sites
correlation length: 0.96 nm
mean chain at half coverage: 7.92 sites
mean-field false jump: 0.0247 to 0.9753
mean-field false critical temperature: 580 K
100 K: max slope 82.762, p90/p10 1.016
200 K: max slope 4.549, p90/p10 1.340
300 K: max slope 1.729, p90/p10 2.152
400 K: max slope 1.066, p90/p10 3.424
600 K: max slope 0.658, p90/p10 7.026
Neglected effects at the example temperature
open row of 20 sites: p90/p10 3.111
open row: half-coverage pressure 45.28 mTorr
normal dipole: 0.5 debye
dipole tail as second-neighbour energy: 2.87 meV
with tail: p90/p10 2.334, half at 45.05 mTorr
trial second-neighbour energy: -20 meV
with trial: p90/p10 1.442, half at 18.60 mTorr
step separation: 5 nm
coupling to one full neighbour step: 0.089 meV
largest shift of ln p by two steps: 0.0069
terrace binding: 0.45 eV
terrace fugacity at p90: 9.26e-05
terrace z*y^1.5 (condenses at 1): 0.0307
w = -0.07 eV: p90/p10 3.863, half at 128.64 mTorr
w = -0.13 eV: p90/p10 1.538, half at 12.63 mTorr
desorption rate, isolated molecule: 7.23e+05 1/s
residence time inside a chain: 3.17 ms
```
